\section*{Downfolding the Emery model onto copper: scaling estimate and exact band}

\section{The problem}

A square copper-oxygen plane with lattice constant $1$ has three orbitals per cell: copper $d_{x^2-y^2}$ at the origin, oxygen $p_x$ at $(\tfrac12,0)$ and oxygen $p_y$ at $(0,\tfrac12)$. In the electron picture the copper level is at energy $0$ and both oxygen levels are at $-\Delta$. Nearest copper and oxygen orbitals are coupled with strength $t_{pd}$, nearest oxygen orbitals with strength $t_{pp}$. All three parameters are positive and $\Delta>4t_{pp}$. There is no electron-electron interaction, so the question concerns bands alone.

The highest band is mainly copper-like. Write it as a one-orbital band,
\begin{equation}
E(\mathbf k)=\varepsilon_0-2t(\cos k_x+\cos k_y)+4t'\cos k_x\cos k_y-2t''(\cos 2k_x+\cos 2k_y)+\dots
\label{eq:band}
\end{equation}
In real space the amplitude between nearest copper sites is then $-t$, between diagonal neighbours $+t'$, and between sites two cells apart along an axis $-t''$.

Find $t$ and $t'$ for small hoppings. For $t_{pd}=1$ eV, $t_{pp}=0.6$ eV and $\Delta=6$ eV, which are round model values, compare the result with the exact band. Does $t'/t$ fix the shape of the Fermi contour?

\section{A first estimate by scaling}

An electron moves between neighbouring copper sites through the oxygen between them. This takes two copper-oxygen hops and one intermediate state at energy distance $\Delta$, so $t\sim t_{pd}^2/\Delta$. No single oxygen touches two diagonal neighbours. The shortest route is Cu-O-O-Cu, with one more hop and one more denominator, so $t'\sim t_{pd}^2t_{pp}/\Delta^2$. For the given parameters,
\begin{equation}
t\sim\frac{1}{6}\approx0.17\ \text{eV},\qquad t'\sim\frac{0.6}{36}\approx0.017\ \text{eV}.
\end{equation}

The estimate gives neither signs nor the number of routes. It also ignores the route Cu-O-Cu-O-Cu, which reaches the diagonal neighbour with weight of order $t_{pd}^4/\Delta^3$ and needs no $t_{pp}$.

\section{The exact solution}

\subsection{Bloch matrix}

Let the positive lobes of $p_x$ and $p_y$ point along $+x$ and $+y$. The $d$ orbital is positive along $\pm x$ and negative along $\pm y$. A hopping element is negative when the facing lobes have equal signs and positive otherwise. Bloch phases use the true orbital positions, and $s_x=\sin(k_x/2)$, $s_y=\sin(k_y/2)$.

The $p_x$ orbital at $+\tfrac12$ turns its negative lobe to the positive copper lobe, giving $+t_{pd}$; the one at $-\tfrac12$ gives $-t_{pd}$. For $p_y$ the copper lobe is negative and both signs reverse. Hence
\begin{equation}
H_{dx}=t_{pd}(e^{ik_x/2}-e^{-ik_x/2})=2it_{pd}s_x,\qquad H_{dy}=-2it_{pd}s_y .
\end{equation}
From $p_x$ to a $p_y$ displaced by $(\delta_x,\delta_y)=(\pm\tfrac12,\pm\tfrac12)$, the facing lobes have signs $\operatorname{sgn}\delta_x$ and $-\operatorname{sgn}\delta_y$. The element is therefore $+t_{pp}\operatorname{sgn}(\delta_x\delta_y)$, and the sum over four neighbours factorizes:
\begin{equation}
H_{xy}=t_{pp}(2is_x)(2is_y)=-4t_{pp}s_xs_y .
\end{equation}

\subsection{Eliminating oxygen}

Define
\begin{equation}
S=s_x^2+s_y^2,\quad P=s_xs_y,\quad g=4t_{pp}P,\quad w=E+\Delta .
\end{equation}
Let the copper amplitude be $\psi_d$, and write the oxygen amplitudes as $\psi_x=-2it_{pd}\,\xi\,\psi_d$ and $\psi_y=2it_{pd}\,\eta\,\psi_d$, which removes the factors $i$. The three rows of the eigenvalue equation become
\begin{align}
E&=4t_{pd}^2(s_x\xi+s_y\eta),\\
w\xi&=s_x+g\eta,\qquad w\eta=s_y+g\xi .
\end{align}
The last two equations give
\begin{equation}
\xi=\frac{ws_x+gs_y}{w^2-g^2},\qquad \eta=\frac{ws_y+gs_x}{w^2-g^2}.
\end{equation}
Since $s_x\xi+s_y\eta=(wS+2gP)/(w^2-g^2)$ and $2gP=8t_{pp}P^2$,
\begin{equation}
E=\Sigma(E),\qquad
\Sigma(E)=\frac{4t_{pd}^2\,(wS+8t_{pp}P^2)}{w^2-16t_{pp}^2P^2}.
\label{eq:sigma}
\end{equation}

This is Löwdin partitioning: a $3\times3$ problem has become one scalar equation, at the price of an energy-dependent $\Sigma$. The oxygen block has levels $-\Delta\pm4t_{pp}|P|$, all below zero because $\Delta>4t_{pp}$. In its eigenbasis $\Sigma$ is a sum of non-negative weights divided by $E$ minus an oxygen level. Above these levels it is non-negative and does not rise with $E$. Thus $E-\Sigma(E)$ increases, is not positive at $E=0$ and is not negative at $E=\Sigma(0)$. The one root in this region, with $0\le E\le\Sigma(0)$, is the copper-like band.

\subsection{Expansion for small hoppings}

Let $t_{pd}/\Delta$ and $t_{pp}/\Delta$ be small and of the same order $\lambda$. With $a=4t_{pd}^2S$ and $b=32t_{pd}^2t_{pp}P^2$,
\begin{equation}
\Sigma=\frac{aw+b}{w^2-g^2}=\frac aw+\frac b{w^2}+\frac{ag^2}{w^3}+O(\lambda^5),
\end{equation}
in units of $\Delta$ for the remainder. Since $E=a/\Delta$ at leading order, $a/w=a/\Delta-a^2/\Delta^3$ through fourth order. In the other terms $w$ may be replaced by $\Delta$. Therefore
\begin{equation}
E=\frac{4t_{pd}^2S}{\Delta}+\frac{32t_{pd}^2t_{pp}P^2}{\Delta^2}
+\frac{64t_{pd}^2t_{pp}^2SP^2-16t_{pd}^4S^2}{\Delta^3}+O(\lambda^5).
\label{eq:series}
\end{equation}

To read off hoppings, set $u=\cos k_x+\cos k_y$, $v=\cos k_x\cos k_y$ and $C=\cos2k_x+\cos2k_y$. From $\sin^2(k/2)=(1-\cos k)/2$,
\begin{equation}
S=1-\frac u2,\qquad P^2=\frac{1-u+v}{4}.
\end{equation}
The second-order term is $(4t_{pd}^2/\Delta)(1-u/2)$, so $-2t=-2t_{pd}^2/\Delta$. The third-order term is $(8t_{pd}^2t_{pp}/\Delta^2)(1-u+v)$. It adds $4t_{pd}^2t_{pp}/\Delta^2$ to $t$ and gives $4t'=8t_{pd}^2t_{pp}/\Delta^2$.

At fourth order, $u^2=1+C/2+2v$ and $uv=u/2+\dots$, where the dots are harmonics absent from the terms written in \eqref{eq:band}. Thus
\begin{align}
S^2&=1-u+\frac{u^2}{4}=\frac54-u+\frac v2+\frac C8,\\
SP^2&=\frac14\left(1-\frac{3u}{2}+v+\frac{u^2}{2}-\frac{uv}{2}\right)
=\frac14\left(\frac32-\frac{7u}{4}+2v+\frac C4+\dots\right).
\end{align}
Multiplying by the prefactors in \eqref{eq:series} and comparing with \eqref{eq:band} gives
\begin{align}
t&=\frac{t_{pd}^2}{\Delta}+\frac{4t_{pd}^2t_{pp}}{\Delta^2}+\frac{14t_{pd}^2t_{pp}^2-8t_{pd}^4}{\Delta^3}+O(\lambda^5),\label{eq:t}\\
t'&=\frac{2t_{pd}^2t_{pp}}{\Delta^2}+\frac{8t_{pd}^2t_{pp}^2-2t_{pd}^4}{\Delta^3}+O(\lambda^5),\label{eq:tp}\\
t''&=\frac{t_{pd}^4-2t_{pd}^2t_{pp}^2}{\Delta^3}+O(\lambda^5).\label{eq:tpp}
\end{align}

The factor $2$ in $t'$ counts two routes, one through each corner between diagonal neighbours. Four Cu-O-O-Cu routes join nearest neighbours, hence the factor $4$ in $t$.

\section{Comparison}

\subsection{Hoppings}

The scaling estimate has the right powers. For $t'$ it needs the factor $2$ and a condition: $t_{pp}$ must be large compared with $t_{pd}^2/\Delta$. If the two are comparable, and both small compared with $t_{pd}$, the leading result is
\begin{equation}
t'\approx\frac{2t_{pd}^2}{\Delta^2}\left(t_{pp}-\frac{t_{pd}^2}{\Delta}\right),
\end{equation}
which can be negative. With $t_{pd}=1$ eV and $\Delta=60$ eV, the exact $t'$ is $-4.60\ \mu$eV for $t_{pp}=0.5\,t_{pd}^2/\Delta$ and $+4.62\ \mu$eV for $t_{pp}=1.5\,t_{pd}^2/\Delta$. The formula gives $-4.63$ and $+4.63\ \mu$eV for these two cases.

For the original parameters, \eqref{eq:t} and \eqref{eq:tp} give
\begin{align}
t&\approx\frac16+\frac{2.4}{36}+\frac{14(0.36)-8}{216}
=0.167+0.067-0.014=0.220\ \text{eV},\\
t'&\approx\frac{1.2}{36}+\frac{8(0.36)-2}{216}=0.033+0.004=0.037\ \text{eV}.
\end{align}
The Fourier coefficients of the exact band are $t=0.195$ eV, $t'=0.021$ eV and $t''=0.004$ eV. The series for $t$ is 13\% too high, while that for $t'$ is too high by about three quarters of the exact value. The crude estimate $0.017$ eV lies closer, but by accident, since its coefficient is wrong.

\subsection{Why the series struggles}

At $(\pi,\pi)$, $S=2$ and $P^2=1$. A factor $w+4t_{pp}$ cancels in \eqref{eq:sigma}, leaving $E(E+D)=8t_{pd}^2$ with $D=\Delta-4t_{pp}$. At $(\pi,0)$, $S=1$ and $P=0$ give $E(E+\Delta)=4t_{pd}^2$. The upper roots are
\begin{align}
E(\pi,0)&=-\frac\Delta2+\sqrt{\frac{\Delta^2}{4}+4t_{pd}^2}=-3+\sqrt{13}=0.606\ \text{eV},\\
E(\pi,\pi)&=-\frac D2+\sqrt{\frac{D^2}{4}+8t_{pd}^2}=-1.8+\sqrt{11.24}=1.553\ \text{eV}.
\end{align}
At $(\pi,\pi)$ the second-order band gives $1.333$ eV and the third-order band $1.867$ eV.

Multiply both hoppings by a common factor $\lambda$, now a number equal to $1$ for the given parameters. The square root at $(\pi,\pi)$ vanishes at complex $\lambda$ where $\Delta-4\lambda t_{pp}=\pm i\sqrt{32}\,\lambda t_{pd}$. The power series for this energy therefore converges for
\begin{equation}
|\lambda|<\frac{\Delta}{\sqrt{16t_{pp}^2+32t_{pd}^2}}=\frac{6}{\sqrt{37.76}}\approx0.98 .
\end{equation}
The given parameters lie just outside this radius, so the series for the band top diverges, though only slowly. Low orders are poor near the radius on either side of it: at $\lambda=3/4$ the fourth-order $t'$ is still $39\%$ too high. At $\lambda=1$ the partial sums for $t'$ swing about the exact $0.021$ eV, with values $0.037$, $0.021$, $0.011$, $0.017$ and $0.025$ eV at orders four to eight. For small $\lambda$, \eqref{eq:series} implies that the absolute errors of the second- and third-order bands fall as $\lambda^3$ and $\lambda^4$; the numerical check finds exponents $3.00$ and $4.02$ between $\lambda=1/64$ and $1/128$. The values of $\lambda$ tabulated below are too large to show these powers, but at $\lambda=1/2$ and $1/4$ the third-order band is already the better one. The largest errors on the momentum grid used, relative to the exact $E(\pi,\pi)$, are:

\begin{center}
\begin{tabular}{cccc}
$\lambda$ & $E(\pi,\pi)$ (eV) & second order & third order\\
$1$ & $1.553$ & $14\%$ & $20\%$\\
$1/2$ & $0.386$ & $14\%$ & $3.7\%$\\
$1/4$ & $0.091$ & $8.5\%$ & $0.7\%$
\end{tabular}
\end{center}

\subsection{Frozen energy and copper weight}

Keeping $t_{pp}$ in full but setting $E=0$ inside $\Sigma$ gives $\Sigma(0)=8/3.6=2.22$ eV at $(\pi,\pi)$, far too high. Expanding $\Sigma(E)\approx\Sigma(0)+E\Sigma'(0)$ in $E=\Sigma(E)$ instead gives
\begin{equation}
E\approx\frac{\Sigma(0)}{1-\Sigma'(0)}=\frac{2.222}{1+8/3.6^2}=1.37\ \text{eV}.
\end{equation}
The derivative also measures oxygen admixture. With $V$ the copper-oxygen row and $H_p$ the oxygen block, $\Sigma=V(E-H_p)^{-1}V^\dagger$, and the ratio of oxygen to copper weight is $V(E-H_p)^{-2}V^\dagger=-\Sigma'(E)$. Normalization gives the copper weight $Z=1/[1-\Sigma'(E)]$. It is $0.92$ at $(\pi,0)$ and $0.77$ at $(\pi,\pi)$: the downfolded orbital is not a bare copper orbital.

\subsection{The Fermi contour}

Clear the denominator in \eqref{eq:sigma} and define $c=t_{pp}(t_{pp}E+2t_{pd}^2)$:
\begin{equation}
Ew^2=4t_{pd}^2wS+16cP^2
=4t_{pd}^2w\left(1-\frac u2\right)+4c(1-u+v).
\end{equation}
At fixed $E$ this says that $-2(t_{pd}^2w+2c)u+4cv$ is constant. Each contour of the exact band is thus a contour of a band with just $t$ and $t'$, whose ratio is
\begin{equation}
r(E)=\frac{c}{t_{pd}^2(E+\Delta)+2c}\longrightarrow\frac{2t_{pp}}{\Delta}
\quad\text{for small hoppings.}
\end{equation}
When the copper-like band is half filled, the computed Fermi energy is $E_F=0.651$ eV. Then $c=0.6(0.391+2)=1.434$ and $r=1.434/(6.651+2.869)=0.151$, with $c$ in eV$^3$. The small-hopping limit is $0.200$, and the Fourier ratio $t'/t$ is $0.110$.

So $t'/t$ alone does not fix the contour, because $t''$ and longer hoppings also shape it. The case $t_{pp}=0$ shows this plainly. For $t_{pd}=1$ eV and $\Delta=6$ eV the exact $t'$ is $-0.0055$ eV, yet $c=0$ and every contour is one of constant $\cos k_x+\cos k_y$. The longer hoppings compensate $t'$. For $t_{pp}>0$, $r$ is positive in the copper-like band, whatever the sign of $t'$.

The numerical check compares these formulas with direct diagonalization. The series \eqref{eq:t}--\eqref{eq:tpp} need hoppings well below $\Delta$ and should not be carried over to a smaller gap: for $t_{pd}=1.3$ eV, $t_{pp}=0.65$ eV and $\Delta=3.6$ eV the radius is $0.46$, and \eqref{eq:tp} gives $0.17$ eV against an exact $t'=0.030$ eV. The hoppings found here are parameters of a non-interacting three-orbital band; a copper on-site repulsion or further orbitals would require a separate treatment.

\section*{Computed results}
\begin{verbatim}
t_pd = 1.00 eV, t_pp = 0.60 eV, Delta = 6.00 eV
t_pd^2/Delta = 0.1667 eV, Delta - 4 t_pp = 3.60 eV
Cu-O-O-Cu path sum / (t_pd^2 t_pp): near -4, diagonal 2
t: order 2, 3, 4 terms = 0.1667, 0.0667, -0.0137 eV
t: sums to order 2, 3, 4 = 0.1667, 0.2333, 0.2196 eV; exact 0.1946 eV
t': order 2, 3, 4 terms = 0.0000, 0.0333, 0.0041 eV
t': sums to order 2, 3, 4 = 0.0000, 0.0333, 0.0374 eV; exact 0.0213 eV
t'': order 2, 3, 4 terms = 0.0000, 0.0000, 0.0013 eV
t'': sums to order 2, 3, 4 = 0.0000, 0.0000, 0.0013 eV; exact 0.0041 eV
E(pi,0): exact 0.6056 eV, order 2 0.6667 eV, order 3 0.6667 eV
E(pi,0): frozen 0.6667 eV, linearised 0.6000 eV; Cu weight 0.9160
E(pi,pi): exact 1.5526 eV, order 2 1.3333 eV, order 3 1.8667 eV
E(pi,pi): frozen 2.2222 eV, linearised 1.3740 eV; Cu weight 0.7684
hoppings x 1.00: E(pi,pi) 1.55261 eV, max error order 2 0.21928 eV, order 3 0.31406 eV
hoppings x 0.50: E(pi,pi) 0.38568 eV, max error order 2 0.05234 eV, order 3 0.01432 eV
hoppings x 0.25: E(pi,pi) 0.09106 eV, max error order 2 0.00772 eV, order 3 0.00061 eV
max error: frozen 0.6696 eV, linearised 0.1786 eV
error exponents, order-2 and order-3 bands (common scale): 3.00, 4.02
error exponents, frozen and linearised bands (t_pd only): 3.99, 5.99
remainder exponents of t, t', t'' series: 5.01, 5.01, 5.02
half-filling Fermi energy = 0.651 eV
Fermi contour on diagonal: kx = ky = 0.470 pi/a
contour ratio r(E_F) = 0.151, 2 t_pp/Delta = 0.200, Fourier t'/t = 0.110
t_pp = 0, Delta = 6 eV: exact t' = -0.00546 eV, t'' = 0.00275 eV
Delta = 60 eV, t_pp = 0.5 t_pd^2/Delta: t' exact -4.596, formula -4.630 micro-eV
Delta = 60 eV, t_pp = 1.5 t_pd^2/Delta: t' exact 4.622, formula 4.630 micro-eV
\end{verbatim}
